Gauge dependence of Dirac-Fock transition amplitudes from the radial continuity equation, part 1

(Sections cited here and not found follow in the second part.)

## First half: the amplitude and the radial derivation

The question is how a relativistic electric multipole amplitude changes with the gauge of the light field. A guess at the form of the answer comes first. An electron passes from orbital a to orbital b by absorbing light of angular frequency ω. A gauge change of multipole order L,M adds to the interaction an operator built from one radial function f(r) and one spherical harmonic. The interaction is linear in the potentials, so the amplitude is linear in the gauge parameter. The orbitals have definite angular momentum, so the coefficient is an angular factor times a radial number Λ.

This Λ is odd when a and b are interchanged with f held fixed, as its explicit form (7) will show. Suppose that, for eigenstates, it is linear in some part X of the Hamiltonian that is invariant under rotations and space inversion, without derivatives of f. Suppose further that it is built only from the two integrals ∫ f ψ_b·(Xψ_a) dr and ∫ f (Xψ_b)·ψ_a dr, where the dot multiplies radial components. Symmetry alone does not exclude other combinations of the components, but under these suppositions oddness allows only their difference:

Λ = number × ∫ f [ψ_b·(Xψ_a) − (Xψ_b)·ψ_a] dr.

With f dimensionless and the orbitals normalized, the integral is an energy, as Λ is, so the number is dimensionless. If X multiplies by a function V(r), the two terms cancel. If X is the exchange operator, they generally do not. The derivations below replace the suppositions by proof and show that the number is 1.

**Orbitals.** Atomic units are used, with electron charge −1 and energies ε that exclude the rest energy c². The Hamiltonian is

h = c α·p + (β − 1)c² + V(r).

An orbital with angular quantum number κ is

ψ = (1/r) ( P(r) Ω_κm , iQ(r) Ω_−κm ),

with real P and Q and ∫(P² + Q²)dr = 1. The spherical spinors satisfy

σ_r Ω_κm = −Ω_−κm,  σ·l Ω_κm = −(κ + 1)Ω_κm,

where σ_r is the radial component of σ and l is the orbital angular momentum.

Since σ_r² = 1, one may write σ·p = σ_r(σ_r σ·p). The product rule for Pauli matrices then gives

σ·p = −iσ_r(∂_r − σ·l/r).

Acting on the upper component, this gives

σ·p (P/r)Ω_κ = i[(P/r)' + (κ + 1)P/r²]Ω_−κ = (i/r)(P' + κP/r)Ω_−κ.

For the lower component, replace κ by −κ and P by iQ:

σ·p (iQ/r)Ω_−κ = (1/r)(−Q' + κQ/r)Ω_κ.

The two rows of hψ = εψ are therefore

c(−Q' + κQ/r) + VP = εP,
c(P' + κP/r) + (V − 2c²)Q = εQ.

Solved for the derivatives, they read

P' = −κP/r + (ε + 2c² − V)Q/c,  (1)
Q' = κQ/r − (ε − V)P/c.  (2)

**The gauge change.** An electron of charge −1 couples to a field through c α·A − φ. Under a gauge change,

A → A + ∇χ,  φ → φ − ∂χ/∂t.

For absorption take χ = f(r)C_LM e^(−iωt), where C_LM = √(4π/(2L+1)) Y_LM. Then −φ changes by +∂χ/∂t = −iωχ. With the time factor removed, the added interaction is

c α·∇(f C_LM) − iω f C_LM.  (3)

**Angular reduction.** Define

W = ⟨κ_b m_b|C_LM|κ_a m_a⟩.

The operator σ_r commutes with C_LM and squares to 1. Reversing both κ labels introduces two minus signs, so the matrix element between −κ_b and −κ_a is also W. This gives

⟨b|f C_LM|a⟩ = W ∫ f S dr,  S = P_bP_a + Q_bQ_a.

Consider next a vector potential g(r)C_LM along the radial direction. The Dirac matrix α connects upper to lower components. The upper bra with the lower ket contributes iP_bQ_a times −W, because σ_rΩ_−κa = −Ω_κa. The lower bra carries −iQ_b, and its product with the upper ket contributes −iQ_bP_a times −W. Hence

⟨b|c α_r g C_LM|a⟩ = iW c ∫ g D dr,  D = Q_bP_a − P_bQ_a.  (4)

The tangential part contains ∇C_LM. Let σ·p act on C_LM times a spinor that depends on angles alone, and subtract C_LM times σ·p acting on that spinor. By the product rule the difference is −iσ·∇C_LM acting on the spinor. The formula for σ·p gives the same difference as (i/r)σ_r[σ·l, C_LM]. Therefore

σ·∇C_LM = −(1/r)σ_r[σ·l, C_LM].

Take this between spinors κ' and κ''. Moving σ_r to the left changes ⟨κ'| into −⟨−κ'|. The eigenvalue of σ·l is κ' − 1 on the left and −κ'' − 1 on the right, so

⟨κ'|σ·∇C_LM|κ''⟩ = [(κ' + κ'')/r]⟨−κ'|C_LM|κ''⟩.

For upper bra and lower ket, κ' = κ_b and κ'' = −κ_a, and the result is (κ_b − κ_a)W/r. For the other pair the sign is opposite. The prefactors iP_bQ_a and −iQ_bP_a turn the two contributions into a sum:

⟨b|c f α·∇C_LM|a⟩ = iW c Δκ ∫ (f/r)T dr,  (5)

Δκ = κ_b − κ_a,  T = P_bQ_a + Q_bP_a.

For the gradient, g = f' in (4), so

⟨b|c α·∇(f C_LM)|a⟩ = iW c ∫ [f'D + Δκ(f/r)T]dr.  (6)

Adding −iωW∫fS dr from (3) gives iWΛ, where

Λ = c ∫ [f'D + Δκ(f/r)T]dr − ω∫ fS dr.  (7)

Interchanging a and b reverses D, Δκ and ω while S and T stay unchanged. This confirms the oddness used at the start.

**The electric multipole potential.** Let k = ω/c and u = j_L(kr)C_LM, so that ∇²u = −k²u. With **r** the position vector, take

A_C = N ∇×∇×(**r**u),  N = 1/[k√(L(L+1))],  φ = 0.

It is a curl, so its divergence vanishes and this is the Coulomb gauge. To write it out, use ∇·(**r**u) = 3u + r∂_r u and ∇²(**r**u) = −k²**r**u + 2∇u. Then

∇×∇×(**r**u) = ∇(3u + r∂_r u) + k²**r**u − 2∇u
= ∇[∂_r(ru)] + k²**r**u.

It also solves the wave equation at frequency ω. The double curl commutes with ∇² and removes the gradient 2∇u, which leaves ∇²A_C = −k²A_C.

Write j for j_L(kr), with primes for derivatives with respect to r. The radial component of A_C/N is [(rj)'' + k²rj]C_LM. Bessel's equation (rj)'' = [L(L+1)/r² − k²]rj reduces it to L(L+1)(j/r)C_LM. The tangential part is (rj)'∇C_LM. Equations (4) and (5), with the common factor iW removed, give

M_C = Nc ∫ {L(L+1)(j/r)D + Δκ[(rj)'/r]T}dr.  (8)

Now define a family of gauges by the gauge function −(G/k)u, so that the vector potential is A_C − (G/k)∇u. Equation (7) with f = j gives

M(G) = M_C − (G/k)Λ.  (9)

The sign of G belongs to this definition. G = 0 is the Coulomb gauge, whose amplitude is also called the velocity form.

The length gauge removes the leading part of A near the nucleus. For small kr, j is proportional to r^L, so (rj)' ≈ (L+1)j. Subtracting (L+1)N∇u cancels this part. Since (L+1)N = √((L+1)/L)/k, the length gauge has

G = √((L+1)/L).

With j' = Lj/r − k j_(L+1), the remaining radial component is

N[L(L+1)j/r − (L+1)j'] = N(L+1)k j_(L+1),

and the coefficient of ∇C_LM is N[(rj)' − (L+1)j] = −Nkr j_(L+1). The scalar potential supplies +(L+1)Nω∫jS dr. Therefore

M_L = N{ck∫ j_(L+1)[(L+1)D − ΔκT]dr + (L+1)ω∫ jS dr}.  (10)

For a dipole, L = 1 and j ≈ kr/3. The second term of (10) becomes (√2ω/3)∫rS dr. It is convenient to measure the amplitude as a length,

R(G) = 3M(G)/(√2ω),

which in the length gauge tends to ∫rS dr at small k. From (9),

dR/dG = −3Λ/(√2ωk).  (11)

**The radial continuity equation.** Let both orbitals be bound eigenstates of one local potential V. Differentiate D:

D' = Q_b'P_a + Q_bP_a' − P_b'Q_a − P_bQ_a'.

Substitution of (1) and (2) gives four pieces:

Q_b'P_a = κ_bQ_bP_a/r − (ε_b − V)P_bP_a/c,
Q_bP_a' = −κ_aQ_bP_a/r + (ε_a + 2c² − V)Q_bQ_a/c,
−P_b'Q_a = κ_bP_bQ_a/r − (ε_b + 2c² − V)Q_bQ_a/c,
−P_bQ_a' = −κ_aP_bQ_a/r + (ε_a − V)P_bP_a/c.

The terms in 1/r add to ΔκT/r. In the others, V and 2c² cancel, leaving −(ε_b − ε_a)S/c. Hence

D' = ΔκT/r − (ε_b − ε_a)S/c.  (12)

This is charge conservation for the transition density. D carries the radial current, the term in T comes from the tangential current, and the term in S is the time derivative of the oscillating density. The potential is absent because a local potential changes momentum at a point but moves no charge from one point to another.

Set ω = ε_b − ε_a. Equation (12) then says ΔκT/r − ωS/c = D'. In (7) this gives

Λ = c∫(f'D + fD')dr = c∫(fD)'dr = c[fD] between 0 and ∞ = 0.  (13)

The boundary term vanishes for f = j_L. At a point nucleus of charge Z the components behave as r^γ with γ = √(κ² − Z²/c²) > 0, and at large r they decay exponentially. No expansion in k has been made, so the result includes the full retardation contained in j_L.

**What a nonlocal operator changes.** Let each orbital obey its equation with an added operator, X_a for a and X_b for b, and write the radial components of Xψ as X_P and X_Q. The first row now contains +X_P and the second +X_Q. So Q' gains X_P/c, and P' gains −X_Q/c. The addition to D' is

[X_P(b)P_a − Q_bX_Q(a) + X_Q(b)Q_a − P_bX_P(a)]/c
= [(X_bψ_b)·ψ_a − ψ_b·(X_aψ_a)]/c.

The current now has a source. Solving the extended (12) for ΔκT/r and inserting it in (7), one again finds the total derivative, minus c times the integral of f times the source:

Λ = ∫ f[ψ_b·(X_aψ_a) − (X_bψ_b)·ψ_a]dr.  (14)

Two failures of the local theorem follow at once. If a and b belong to different local potentials V_a and V_b, then Λ = ∫f(V_a − V_b)S dr, even though each potential is local. If one local potential is used but ω is replaced by another frequency ω', for instance a measured one, then

Λ = (ε_b − ε_a − ω')∫ fS dr,

with f evaluated at k = ω'/c. Improving the frequency without changing the orbitals therefore generally introduces a gauge dependence that was absent before.

## Second half: the operator derivation and the Dirac-Fock value

The symbols carried over are these. Orbitals a and b have radial components P, Q, angular numbers κ and energies ε, and ω = ε_b − ε_a = kc. The product ψ_b·ψ_a means P_bP_a + Q_bQ_a, also written S. The other combinations are D = Q_bP_a − P_bQ_a and T = P_bQ_a + Q_bP_a, with Δκ = κ_b − κ_a. The angular factor is W = ⟨κ_b m_b|C_LM|κ_a m_a⟩. A gauge change with function fC_LM adds the operator c α·∇(fC_LM) − iωfC_LM, whose matrix element is iWΛ. For f = j_L(kr), the amplitude is M(G) = M_C − (G/k)Λ. For a dipole, R(G) = 3M(G)/(√2ω), and the length gauge has G = √2. The first derivation gave Λ = 0 for one local potential and equation (14) for added operators X.

**The operator derivation.** Divide the Hamiltonian into a part h₀ containing the kinetic, rest-energy and local potential terms, and an added Hermitian operator X:

h = h₀ + X,  h₀ = c α·p + (β − 1)c² + V.

Let F = fC_LM. Multiplication by F commutes with β and with V. The momentum operator p = −i∇ acts on F by the product rule, so

[h₀, F] = c α·(−i∇F) = −ic α·∇F.

Multiplication by i gives

c α·∇F = i[h₀, F] = i[h, F] − i[X, F].  (15)

Take the matrix element between eigenstates of h. Since h is Hermitian, it may act to the left on b:

⟨b|[h, F]|a⟩ = (ε_b − ε_a)⟨b|F|a⟩.

The added interaction has the matrix element

iWΛ = i(ε_b − ε_a)⟨b|F|a⟩ − i⟨b|[X, F]|a⟩ − iω⟨b|F|a⟩.

The first and last terms cancel when ω is the eigenvalue difference. What remains is

WΛ = −⟨b|[X, F]|a⟩ = ⟨b|FX|a⟩ − ⟨b|XF|a⟩.  (16)

If X is absent, or is multiplication by a function, the commutator vanishes and Λ = 0 for an allowed transition with W ≠ 0. This is the local theorem again.

If X is nonlocal but invariant under rotations and space inversion, Xψ_a has the same κ and m as ψ_a. Rotational invariance preserves j and m, and parity then fixes the sign of κ. The first term of (16) is therefore W∫fψ_b·(Xψ_a)dr. In the second term X acts to the left, which gives W∫f(Xψ_b)·ψ_a dr. Division by W gives

Λ = ∫ f[ψ_b·(Xψ_a) − (Xψ_b)·ψ_a]dr.

This agrees with (14) for a common operator X, including sign and factor. If the two orbitals have different operators, let h₀ act to the left as ε_b − X_b and to the right as ε_a − X_a. The same steps then reproduce (14) in full.

Two derivations have shown that, at the eigenvalue-difference frequency, the gauge coefficient Λ vanishes for bound eigenstates of one local potential, and that a nonlocal operator generally leaves the remainder (14). It remains to compare what the derivations assume and to evaluate Λ for exchange with a filled 1s shell, with lithium-like germanium as the numerical example.
